# Why a Balanced-Coupler Analyser Identifies Two of Four Bell States

**Q:** I have a silicon chip with two couplers and four photon counters, meant to tell the four Bell states of two photons apart. What exactly is it asked to decide?

**A:** Each qubit is one photon shared between two guides, called rails. Photon A occupies guide $a_0$ or $a_1$, photon B occupies $b_0$ or $b_1$, and the subscript is the bit value. I let the plain letter $a_0$ also stand for the operator that creates a photon in that guide, and $\bar a_0$ for its adjoint, which removes one. They obey $[\bar a_0,a_0]=1$, and operators of different guides commute. With $|0\rangle$ the vacuum, the four inputs are

$$|\Psi^\pm\rangle=\frac{a_0b_1\pm a_1b_0}{\sqrt2}|0\rangle,\qquad |\Phi^\pm\rangle=\frac{a_0b_0\pm a_1b_1}{\sqrt2}|0\rangle .$$

One coupler joins $a_0$ with $b_0$, the other joins $a_1$ with $b_1$. The outputs are $c_0,d_0$ and $c_1,d_1$, each with its own counter. No other photons enter. For now the photons are identical apart from their guide, and nothing is lost.

A state is identified when the clicks that occur are impossible for the other three states. This is a demand for verdicts without error, which differs from asking for the best guess.

**Q:** What does a coupler do to a photon?

**A:** It lets the photon hop between the two guides. With $\hbar=1$ and unit interaction time, the Hamiltonian is $H=\theta(a\bar b+b\bar a)$, where $\theta$ is the coupler angle. The commutators are $[H,a]=\theta b$ and $[H,b]=\theta a$. Define $a(s)=e^{-iHs}a\,e^{iHs}$, and $b(s)$ likewise. Differentiation gives

$$\frac{da(s)}{ds}=-i\theta\, b(s),\qquad \frac{db(s)}{ds}=-i\theta\, a(s).$$

The solution at $s=1$, with the guides renamed $c$ and $d$ at the output, is

$$a\to \cos\theta\,c-i\sin\theta\,d,\qquad b\to -i\sin\theta\,c+\cos\theta\,d .$$

The vacuum is unchanged because $H|0\rangle=0$, so a state evolves by making these replacements in its creation operators. A balanced coupler has $\theta=\pi/4$.

**Q:** Then what do my counters see for the two $\Psi$ states?

**A:** I keep separate angles $\theta_0,\theta_1$, since your couplers will not be perfect, and write $C_k=\cos\theta_k$, $S_k=\sin\theta_k$. Multiplying out, with $(-i)^2=-1$,

$$a_0b_1\to -iC_0S_1\,c_0c_1+C_0C_1\,c_0d_1-S_0S_1\,d_0c_1-iS_0C_1\,d_0d_1,$$

$$a_1b_0\to -iS_0C_1\,c_0c_1-S_0S_1\,c_0d_1+C_0C_1\,d_0c_1-iC_0S_1\,d_0d_1 .$$

Adding and subtracting these lines, and using the addition formulas for sine and cosine, gives

$$\Psi^+\to\frac{-i\sin(\theta_0+\theta_1)(c_0c_1+d_0d_1)+\cos(\theta_0+\theta_1)(c_0d_1+d_0c_1)}{\sqrt2}|0\rangle,$$

$$\Psi^-\to\frac{i\sin(\theta_0-\theta_1)(c_0c_1-d_0d_1)+\cos(\theta_0-\theta_1)(c_0d_1-d_0c_1)}{\sqrt2}|0\rangle .$$

For balanced couplers the sum of the angles is $\pi/2$ and the difference is zero. Hence

$$\Psi^+\to\frac{-i(c_0c_1+d_0d_1)}{\sqrt2}|0\rangle,\qquad \Psi^-\to\frac{c_0d_1-d_0c_1}{\sqrt2}|0\rangle .$$

$\Psi^+$ gives two clicks on the same side, $c_0c_1$ or $d_0d_1$. $\Psi^-$ gives clicks on opposite sides, $c_0d_1$ or $d_0c_1$. The two ways to reach each pattern have equal size, and the sign in the input decides whether they add or cancel.

**Q:** And the two $\Phi$ states?

**A:** Now both photons enter the same coupler. For either rail pair,

$$a_kb_k\to(C_kc_k-iS_kd_k)(-iS_kc_k+C_kd_k)=-iC_kS_k(c_k^2+d_k^2)+(C_k^2-S_k^2)c_kd_k .$$

At balance $C_kS_k=1/2$ and the last term vanishes, so

$$\Phi^\pm\to\frac{-i}{2\sqrt2}\left[(c_0^2+d_0^2)\pm(c_1^2+d_1^2)\right]|0\rangle .$$

Since $c_0^2|0\rangle=\sqrt2\,|2\rangle$, where $|2\rangle$ has two photons in $c_0$, each of the four possibilities has an amplitude of magnitude $1/2$ and a probability of $1/4$. Both photons reach one counter, and each counter is equally likely. The sign $\pm$ has gone from the probabilities. These clicks tell you that the state was a $\Phi$, but not which one.

**Q:** Could better counters or retuned couplers recover that sign?

**A:** Not while each coupler acts within its own rail pair. Let $N_0$ be the number of photons in rail pair 0. A coupler moves a photon from one member of a pair to the other, so it leaves $N_0$ unchanged. The counters then reveal $N_0$, because each output belongs to a known pair.

In $\Phi^\pm$ the term $a_0b_0$ has $N_0=2$ and the term $a_1b_1$ has $N_0=0$. Any lossless linear network $U$ within the pairs gives

$$U|\Phi^\pm\rangle=\frac{|\chi_2\rangle\pm|\chi_0\rangle}{\sqrt2},$$

where the subscript is the value of $N_0$. A click pattern $m$ has a definite $N_0$ and therefore overlaps with at most one term. Its probability is $|\langle m|\chi_2\rangle|^2/2$ or $|\langle m|\chi_0\rangle|^2/2$, and the sign disappears on squaring. Perfect photon counting does not help: the sign is a relative phase between alternatives that the counters themselves distinguish.

The $\Psi$ states escape this because both of their terms have $N_0=1$. The counters do not learn which term was present, so the terms can interfere.

**Q:** So what is my success rate? A student of mine claims 75 percent.

**A:** The two numbers answer different questions. For error-free verdicts the chance is 1 for each $\Psi$ and 0 for each $\Phi$. With equally likely inputs the average is

$$P_{\rm sure}=\tfrac14(1+1+0+0)=\tfrac12 .$$

If you must always name a state, you can name either $\Phi$ when both photons reach one counter. You are then right half the time, and the average is $\tfrac14(1+1+\tfrac12+\tfrac12)=\tfrac34$. That is the student's number, but its $\Phi$ verdicts are guesses.

The 50 percent also depends on the inputs. With unequal probabilities it becomes the total probability of the two $\Psi$ states, as long as both $\Phi$ states can occur. Equal probabilities arise, for example, when each photon is half of its own maximally entangled pair. Each photon alone is then completely mixed, and the two together are an equal mixture of the four Bell states.

**Q:** If the rail information is the trouble, can I erase it with more couplers before the counters?

**A:** You can, but for the natural choice the blind spot moves. Add balanced couplers between $c_0$ and $c_1$, and between $d_0$ and $d_1$. Call the new outputs $x,y$ and $u,v$. The replacements are $c_0\to(x-iy)/\sqrt2$ and $c_1\to(-ix+y)/\sqrt2$, with $u,v$ in place of $x,y$ for the $d$ guides. Squaring and multiplying gives

$$c_0^2+c_1^2\to-2ixy,\qquad c_0^2-c_1^2\to x^2-y^2,$$

$$c_0c_1\to-\tfrac i2(x^2+y^2),\qquad c_0d_1-d_0c_1\to xv-yu .$$

The states $\Phi^+$ and $\Psi^+$ now exchange roles. $\Phi^+$ gives clicks $xy$ or $uv$, and $\Psi^-$ gives $xv$ or $yu$, so both are identified. $\Phi^-$ and $\Psi^+$ both send two photons to one counter, with probability $1/4$ for each counter, and cannot be told apart. The average is again $1/2$. This example does not prove a limit for every possible network; the argument here concerns the standard analyser.

**Q:** My couplers are not perfect. What would the errors be on a realistic chip?

**A:** Take rough values for silicon guides near 1550 nm at 300 K. Two coupled guides have an even and an odd supermode, whose effective indices differ by, say, $\Delta n=0.020$. A photon starting in one guide is an equal superposition of the two. After a length $L$ the supermodes differ in phase by $2\pi\Delta nL/\lambda$, and the probability of crossing is $\sin^2(\pi\Delta nL/\lambda)$. The coupler angle is therefore $\theta=\pi\Delta nL/\lambda$, up to a sign, which does not affect the click probabilities when it is the same for both couplers. The shortest balanced coupler has length

$$L=\frac{\lambda}{4\Delta n}=\frac{1550\ \mathrm{nm}}{4\times0.020}\approx 19.4\ \mu\mathrm{m}.$$

Suppose the two angles are too large by 5 and 3 percent, giving 0.8247 and 0.8090 rad. From the general output states, $\Psi^+$ is misread as $\Psi^-$ with probability $\cos^2(\theta_0+\theta_1)=0.0039$. The reverse error is $\sin^2(\theta_0-\theta_1)=0.00025$. It is smaller here because the two angle errors have the same sign: $\Psi^-$ is sensitive to their difference, $\Psi^+$ to their sum.

**Q:** What if the photons arrive at slightly different times?

**A:** Then the two paths to a click pattern no longer interfere fully. Let $V$ be the squared overlap of the two wavepackets. Split photon B into a part with A's wavepacket, of weight $V$, and an orthogonal part of weight $1-V$. The counters do not resolve the wavepackets, so the probabilities of the two parts add.

The first part behaves ideally. In the second, the photons carry different labels, so the eight terms from $a_0b_1$ and $a_1b_0$ are all distinct. Each has probability $(1/\sqrt2)^2(1/2)^2=1/8$. Four are same-side and four opposite-side, so half of this part is misread:

$$P_{\rm delay}=\frac{1-V}{2}.$$

At $V=0$ the clicks carry no information about the sign of $\Psi$. For any $V<1$ a verdict is no longer strictly free of error.

Assume Gaussian pulses with an intensity width $T=10$ ps at half maximum. The amplitude is proportional to $e^{-2\ln2\,t^2/T^2}$. For a delay $\tau$, use $t^2+(t-\tau)^2=2(t-\tau/2)^2+\tau^2/2$ in the overlap integral. The normalised overlap is $e^{-\ln2\,\tau^2/T^2}$, so

$$V=e^{-2\ln2\,\tau^2/T^2}.$$

If both rails of one photon are 100 μm longer than those of the other, a group index of 4.2 gives $\tau=1.40$ ps. Then $V=0.973$, and either $\Psi$ is misread with probability 0.013.

**Q:** Does temperature matter?

**A:** A temperature difference between the rails of one qubit does, unless the other qubit has the same difference, in which case the phases cancel for the $\Psi$ states. If only guide $a_1$ gains a phase, $a_1\to e^{-i\phi}a_1$, then

$$\Psi^\pm\to e^{-i\phi/2}\left[\cos\tfrac\phi2\,\Psi^\pm+i\sin\tfrac\phi2\,\Psi^\mp\right].$$

The chance of misreading is $\sin^2(\phi/2)$. With a thermo-optic coefficient of $1.8\times10^{-4}$ per K and a difference of 0.10 K over 1000 μm,

$$\phi=\frac{2\pi(1.8\times10^{-4})(0.10)(10^6\ \mathrm{nm})}{1550\ \mathrm{nm}}=0.073\ \mathrm{rad},$$

and the error is 0.0013. At $\phi=\pi$ the two $\Psi$ states would exchange places completely, so a static phase must be calibrated. In a typical silicon wire a width difference of only 1 nm between the rails gives several radians over 1000 μm, far more than this thermal phase; the error figures here assume that such static phases have been tuned out.

**Q:** And photon loss?

**A:** It costs far more verdicts. Let every path have the same transmission $\eta$ per photon, detector efficiency included. A $\Psi$ verdict needs both photons, so the average success is $\eta^2/2$. For 1.0 dB of chip loss and a detector efficiency of 0.90, which at this wavelength calls for cooled superconducting counters even if the guides are at 300 K,

$$\eta=10^{-0.1}\times0.90=0.715,\qquad \frac{\eta^2}{2}=0.256 .$$

Single clicks are discarded, since they may come from a $\Phi$ or from a $\Psi$ that lost a photon. Loss does not turn a $\Phi$ into a false $\Psi$ verdict: both photons of a $\Phi$ stay in one rail pair, while a $\Psi$ verdict needs one click in each.

Adding the three misreading probabilities gives 0.0187 for $\Psi^+$ and 0.0150 for $\Psi^-$, with mean 0.0168. A numerical evolution of the two-photon state with all these errors present gives a wrong share of 0.0167 among announced verdicts. The simple sum leaves out products of small errors. Correct verdicts then occur for 0.251 of all inputs, against 0.5 for the ideal device.

**Q:** How far should I trust these numbers for a real chip?

**A:** They are estimates for rough parameters, and the assumed loss is optimistic. One decibel leaves little room for coupling light between fibre and chip. Another 3 dB per photon would halve $\eta$ and reduce the success to about 0.064. Real photons may also differ in spectrum or be spectrally impure; a mean $V$ of 0.90 would raise the delay-type error to 0.05.

The assumption of exactly two photons also fails for pair sources. Suppose each qubit comes from its own single-mode source with thermal pair statistics, $p_n=\mu^n/(1+\mu)^{n+1}$, and mean $\mu=0.010$. A herald detector of low efficiency fires with probability proportional to $n$. The share of heralds with one pair is $p_1/\sum_n np_n=(1+\mu)^{-2}$, because the sum is $\mu$. For two sources, the chance of at least one extra pair is

$$1-(1+\mu)^{-4}=0.039 .$$

This is the chance of a faulty input, not of a wrong verdict, but it exceeds the misreading share above. A weaker pump reduces it at the price of fewer heralds.

Three other neglected effects are small here. With 100 dark counts per second and a 1 ns gate, a dark count in either counter of the other rail pair turns a detected $\Phi$ into a false $\Psi$ with a probability of at most about $2\times10^{-7}$. The bound is approached if the counters cannot tell two photons from one; if they can, only a $\Phi$ that has lost a photon can be mistaken in this way, and the probability is smaller. The thermal occupation $1/(e^{hc/\lambda k_BT}-1)$ at 300 K, with $k_B$ Boltzmann's constant, is about $4\times10^{-14}$ photons per mode at 1550 nm. A 10 nm filter passes about $1.2\times10^{12}$ modes per second in one polarisation, hence about 0.05 thermal photons per second, far fewer than the dark counts. Without a filter, a counter that responds out to 2 μm could receive up to about 240 thermal photons per second from a single mode, more than the dark counts, and far more if it responds beyond that. For a rough Kerr coefficient of 200 per W per m, one photon's energy spread over 10 ps produces a phase of about $3\times10^{-9}$ rad along 1000 μm. The chip is linear for this purpose, and the loss of the $\Phi$ sign remains even if every imperfection is removed.

Numerical values quoted here were computed with a short program.
